# Ho-Plummer enhancement of the linear oxidation rate in heavily doped silicon

Two silicon wafers enter dry oxygen at 900 °C with 25 nm of oxide. After one hour the intrinsic wafer carries 40.8 nm, and the wafer with $10^{20}$ donors per cm³ carries 53.15 nm (531.5 Å). The model behind these numbers makes the linear rate coefficient of the doped wafer 2.5 times larger, yet after 100 h the thicknesses differ by only 11%. Two things need explaining: why donors speed up the interface reaction, and why the gain fades in thick oxide.

## 1. Result and conventions

The oxide thickness $x$ obeys the Deal-Grove law

$$x^2+Ax=x_0^2+Ax_0+Bt, \qquad (1)$$

with initial thickness $x_0$, parabolic coefficient $B$ and linear coefficient $B/A$. A subscript $i$ denotes intrinsic silicon at the same temperature, pressure and surface orientation. The result is

$$E\equiv\frac{B/A}{(B/A)_i}=1+\gamma(C_V-1),\qquad B=B_i, \qquad (2)$$

where $C_V$ is the total vacancy density divided by its intrinsic value, and $\gamma$ is the share of the intrinsic interface reaction that uses vacancies. The symbol $E$ without a subscript is the enhancement; energies carry subscripts.

Equation (2) rests on a kinetic hypothesis: one part of the reaction proceeds without vacancies, and a parallel part is proportional to their density. Vacancy statistics give $C_V$. They give neither $\gamma$ nor the constancy of $B$.

The algebra uses atomic units, with temperature $T$ expressed as an energy. Energies are measured from the intrinsic Fermi level $E_i=0$. Vacancy levels are effective free-energy levels at the oxidation temperature and include degeneracies and vibrational entropy.

## 2. Charged vacancy populations

Let $v_q$ be the density of vacancies of charge $q=+1,0,-1,-2$. Forming a neutral vacancy, with the removed atom placed in the silicon reservoir, costs $\epsilon_0$. Charge state $q$ costs $\epsilon_0+e_q$ when $E_F=0$.

The offsets $e_q$ follow from the ionization levels. At $E_F=E_+$, a neutral vacancy has the same free energy as a positive vacancy plus an electron at $E_+$, so $e_++E_+=0$. Adding one electron to the neutral vacancy costs $E_-$, and adding a second costs $E_=$. Thus

$$e_+=-E_+,\quad e_0=0,\quad e_-=E_-,\quad e_= =E_-+E_=. \qquad (3)$$

Consider a neutral box with net donor density $N$, electron density $n$ and hole density $p$. Neutrality fixes

$$n=N+p+\sum_q qv_q. \qquad (4)$$

For dilute vacancies on $N_s$ sites per volume and non-degenerate carriers, the free energy density $f$ satisfies

$$\begin{aligned}
\frac fT={}&\sum_q v_q\left[\frac{\epsilon_0+e_q}{T}+\ln\frac{v_q}{N_s}-1\right]\\
&+n\left[\frac{E_c}{T}+\ln\frac n{N_c}-1\right]
+p\left[-\frac{E_v}{T}+\ln\frac p{N_v}-1\right]. 
\end{aligned}\qquad (5)$$

Here $E_c,E_v$ are the band edges and $N_c,N_v$ the effective band densities. The independent variables are $p$ and the $v_q$. Since $\partial n/\partial p=1$, stationarity in $p$ gives

$$\frac{E_c-E_v}{T}+\ln\frac{np}{N_cN_v}=0,
\qquad np=N_cN_ve^{-(E_c-E_v)/T}\equiv n_i^2. \qquad (6)$$

Since $\partial n/\partial v_q=q$, stationarity in $v_q$ gives

$$\frac{\epsilon_0+e_q}{T}+\ln\frac{v_q}{N_s}
+q\left(\frac{E_c}{T}+\ln\frac n{N_c}\right)=0. \qquad (7)$$

The last bracket is $E_F/T$. With $z=e^{E_F/T}$, equation (7) becomes

$$v_q=N_se^{-\epsilon_0/T}e^{-e_q/T}z^{-q}. \qquad (8)$$

For $q=0$ the factor $z$ drops out: in equilibrium, doping leaves the neutral density unchanged. Donors raise $E_F$ and add negative vacancies to this fixed neutral population. They do not merely redistribute a fixed total.

Define $C_q=e^{-e_q/T}$, so that

$$C_+=e^{E_+/T},\quad C_-=e^{-E_-/T},\quad C_= =e^{-(E_-+E_=)/T}. \qquad (9)$$

Summing (8) and dividing by the same sum at $z=1$ cancels $N_se^{-\epsilon_0/T}$:

$$C_V=\frac{1+C_+z^{-1}+C_-z+C_=z^2}
{1+C_++C_-+C_=}. \qquad (10)$$

For non-degenerate carriers $n=N_ce^{(E_F-E_c)/T}=n_iz$, hence $z=n/n_i$, which turns (10) into the Ho-Plummer form. If the vacancy charge is negligible in (4), then $n-n_i^2/n=N$. Multiplication by $n$ gives $n^2-Nn-n_i^2=0$, with positive root

$$n=\frac N2+\sqrt{\frac{N^2}{4}+n_i^2}. \qquad (11)$$

**Numbers.** The rough inputs at 900 °C are a gap of 0.81 eV, equal band masses of 1.1 electron masses, and levels $E_+=-0.15$, $E_-=-0.05$ and $E_= =0.30$ eV. They give $T=0.1011$ eV and $n_i=4.08\times10^{18}$ cm⁻³. For $N=10^{20}$ cm⁻³, equation (11) gives $n/n_i=24.58$. The populations relative to the neutral one are:

| State | Intrinsic | Doped |
|---|---:|---:|
| $V^+$ | 0.227 | 0.009 |
| $V^0$ | 1.000 | 1.000 |
| $V^-$ | 1.640 | 40.31 |
| $V^=$ | 0.084 | 50.95 |

Therefore

$$C_V=\frac{0.009+1+40.31+50.95}{0.227+1+1.640+0.084}=31.3. \qquad (12)$$

A numerical solution for the stationary point of (5), which takes the donor density and not a Fermi level as input, also gives 31.27 and leaves the neutral density unchanged.

The sensitivity to $z$ follows by differentiating (10):

$$\frac{d\ln C_V}{d\ln z}=
\frac{-C_+z^{-1}+C_-z+2C_=z^2}
{1+C_+z^{-1}+C_-z+C_=z^2}. \qquad (13)$$

Here it is $(-0.009+40.31+101.90)/92.26=1.54$. The example lies between the linear regime of $V^-$ and the quadratic regime of $V^=$. These two populations are equal at $z=C_-/C_= =19$.

## 3. From vacancies to the reaction constant

Let $k$ multiply the oxidant concentration at the interface to give the consumed flux. For parallel channels,

$$k=k_0+\sum_q\kappa_qv_q. \qquad (14)$$

Equation (8) gives $v_q=v_{q,i}z^{-q}$. Define the intrinsic shares $\gamma_q=\kappa_qv_{q,i}/k_i$. Because all shares add to one, $k_0/k_i=1-\sum_q\gamma_q$. Dividing (14) by $k_i$ yields

$$\frac{k}{k_i}=1-\sum_q\gamma_q+\sum_q\gamma_qz^{-q}
=1+\sum_q\gamma_q(z^{-q}-1). \qquad (15)$$

If every charge state has the same reaction constant $\kappa$, then $\sum_q\kappa v_q=\kappa V$, where $V$ is the total vacancy density. The vacancy channel is then multiplied by $C_V$:

$$\frac{k}{k_i}=(1-\gamma)+\gamma C_V=1+\gamma(C_V-1). \qquad (16)$$

With the round value $\gamma=0.05$, the enhancement is $1+0.05(31.27-1)=2.51$. A channel that supplies 5% of the intrinsic reaction supplies $0.05\times31.27/2.51=62\%$ of the doped one.

Equality of the $\kappa_q$ is a strong assumption. With $\gamma$ held at 0.05, reaction through $V^-$ alone gives 2.18, whereas reaction through $V^=$ alone gives 31.2. One measured enhancement therefore cannot identify both the reacting charge state and its share.

### Limited vacancy supply

The reaction also consumes vacancies. Suppose they are supplied through the neutral state at the net rate $g(v_0^*-v_0)$, where a star on a vacancy density marks equilibrium. Let charge exchange be fast, and let each vacancy be consumed at rate $r$. The rate $r$ contains the interfacial oxidant concentration, which is held fixed in this comparison. Fast charge exchange gives $v_0/v_0^*=V/V^*$. Steady state requires

$$gv_0^*\left(1-\frac V{V^*}\right)=rV
\quad\Longrightarrow\quad
V=\frac{V^*}{1+rV^*/(gv_0^*)}. \qquad (17)$$

Let $s=rV_i^*/(gv_0^*)$. Since $V^*=C_VV_i^*$ and $v_0^*$ is independent of doping,

$$\frac V{V_i}=\frac{C_V(1+s)}{1+sC_V}. \qquad (18)$$

This ratio replaces $C_V$ in (16), with $\gamma$ still the actual intrinsic share. The equilibrium result requires $sC_V\ll1$, which is stricter than $s\ll1$ when $C_V>1$. For $s=0.01$ the product is 0.31, the vacancy ratio drops from 31.3 to 24.1, and the enhancement drops to 2.15. For very large $C_V$ the ratio saturates at $(1+s)/s$, and the enhancement at $1+\gamma/s$. In a growing film the interfacial oxidant concentration falls, and $r$ falls with it. The reaction constant then changes during growth, so (1) with a constant $A$ requires this vacancy depletion to be negligible.

The rate equations for four interconverting charge states were solved as a test. With ample supply and equal reaction constants they give 2.513, in agreement with (16). With $s=0.01$ they give the vacancy ratio 24.06, in agreement with (18).

## 4. Why the linear coefficient changes alone

Let $C^*$ be the oxidant concentration in oxide in equilibrium with the gas. Let $C_{\rm out}$ and $C_{\rm in}$ be the concentrations at the outer surface and at the silicon interface. In the quasi-steady regime one flux $J$ crosses all three stages:

$$J=h(C^*-C_{\rm out})=\frac{D(C_{\rm out}-C_{\rm in})}{x}=kC_{\rm in}. \qquad (19)$$

Here $h$ is the gas-transfer coefficient and $D$ the oxidant diffusivity. Solving each equality for its concentration drop gives $J/h$, $Jx/D$ and $J/k$. Their sum is $C^*$, so

$$J=\frac{C^*}{1/h+x/D+1/k}. \qquad (20)$$

If unit volume of oxide requires $N_1$ oxidant molecules, then $dx/dt=J/N_1$. Multiplication by $2D$ and by the denominator of (20) gives

$$\left[2x+2D\left(\frac1k+\frac1h\right)\right]dx
=\frac{2DC^*}{N_1}\,dt. \qquad (21)$$

Integration from $x_0$ gives (1), with

$$A=2D\left(\frac1k+\frac1h\right),\quad
B=\frac{2DC^*}{N_1},\quad
\frac BA=\frac{C^*/N_1}{1/k+1/h}. \qquad (22)$$

The reaction constant enters $A$ but not $B$. If doping leaves $D$, $C^*$ and $N_1$ unchanged, then $B=B_i$ and

$$\frac{B/A}{(B/A)_i}=\frac{1/k_i+1/h}{1/k+1/h}. \qquad (23)$$

For $h\gg k$ and $h\gg k_i$ this becomes $k/k_i$, which completes (2). For $h/k_i=1000$ the enhancement is 2.510 instead of 2.513.

Equation (19) neglects the oxidant stored in the growing film, an effect of order $C^*/N_1$. Rough values of $5\times10^{16}$ and $2.2\times10^{22}$ cm⁻³ make this ratio $2.3\times10^{-6}$. A transient diffusion calculation with a moving interface, $C^*/N_1=10^{-4}$ and $h/k_i=50$ gave a $B$ ratio of 1.00001 and a $B/A$ ratio of 2.4409; equation (23) gives 2.4409. The calculation held $D$, $C^*$ and $N_1$ fixed. It therefore tests how the coefficients separate, not whether a real dopant leaves the oxide unchanged.

## 5. Reading the thicknesses

The example uses $B=5000$ nm²/h and $(B/A)_i=20$ nm/h, so $A_i=250$ nm. The doped wafer has $B/A=50.3$ nm/h and $A=99.5$ nm. Completing the square in (1) gives

$$x=-\frac A2+\sqrt{\left(x_0+\frac A2\right)^2+Bt}. \qquad (24)$$

After one hour, in nm,

$$x_i=-125+\sqrt{150^2+5000}=40.8, \qquad (25)$$

$$x=-49.735+\sqrt{74.735^2+5000}=53.15. \qquad (26)$$

At equal thickness, (21) gives the ratio of instantaneous rates,

$$\frac{\dot x}{\dot x_i}=\frac{2x+A_i}{2x+A}. \qquad (27)$$

It is $300/149.5=2.01$ at 25 nm, already below 2.51 because diffusion resists the flux even in the initial oxide. For $x\gg A_i$ it tends to one.

The thickness ratio at equal time behaves differently. It starts at one, because both wafers begin with the same oxide; it is 1.30 after 1 h, 1.37 after 3 h, 1.29 after 10 h and 1.11 after 100 h, so it passes through a maximum. At long times (24) becomes $x\simeq\sqrt{Bt}-A/2$, so the thickness difference approaches $(A_i-A)/2=75$ nm while the ratio returns to one. After 100 h the difference is 63 nm.

## 6. Carrier degeneracy and other corrections

At $10^{20}$ cm⁻³ the electron density is 0.45 of $N_c=2.24\times10^{20}$ cm⁻³, so Boltzmann statistics are strained. Equation (8) survives in terms of $z$, because the electron chemical potential is still $E_F$; the relation $z=n/n_i$ does not. For a parabolic band, let $y=e^{(E_F-E_c)/T}$ and $u=n/N_c$. Expanding the Fermi function in powers of $y$ and integrating over the band gives

$$u=y-\frac{y^2}{\sqrt8}+\cdots,\qquad
y=u+\frac{u^2}{\sqrt8}+\cdots. \qquad (28)$$

Keep $n_i=N_ce^{-E_c/T}$ as the Boltzmann reference. Then $zn_i/n=y/u$, and to leading order

$$\ln\frac{zn_i}{n}\simeq\frac{n}{\sqrt8\,N_c}. \qquad (29)$$

The full Fermi-Dirac integral gives 0.157 for this logarithm, and (29) gives 0.158. The value of $z$ rises from 24.6 to 28.8 and the enhancement from 2.51 to 2.95. At $3\times10^{20}$ cm⁻³ the enhancement is 10.8 with Boltzmann and 23.9 with Fermi-Dirac statistics. An implementation for this doping range should solve for $E_F$ and insert $z$ into (10).

Other changes, each made alone in the Boltzmann example with $\gamma=0.05$, have these effects:

- **Band edge.** If heavy doping lowers the conduction edge by 0.05 eV while $n$ and the vacancy levels stay fixed, $E_F$ falls by the same amount. The enhancement becomes 1.70. This opposes the degeneracy correction.
- **Vacancy levels.** Shifting each level by +0.05 or −0.05 eV, in all combinations, gives enhancements from 1.88 to 3.47. This window is a choice, not an error bar. Shifts of ±0.10 eV give 1.47 to 4.86. The levels commonly quoted with the Ho-Plummer model ($E_v+0.35$, $E_c-0.57$ and $E_c-0.11$ eV) place $E_+$ and $E_-$ about 0.1 eV from the inputs used here and give 3.06.
- **Interface charge.** A positive charge of $10^{12}$ cm⁻² bends the bands by 0.0125 eV in doped and 0.044 eV in intrinsic silicon, in a linear-screening estimate. With the same charge on both wafers the enhancement is 2.80 if $\gamma=0.05$ refers to flat bands; the charge then raises the actual intrinsic share to 0.065. If the actual intrinsic share is held at 0.05 instead, the enhancement is 2.39. The sign of this correction therefore depends on how $\gamma$ was calibrated.
- **Parabolic coefficient.** If $D$ is 10% larger at fixed $k$, both $A$ and $B$ rise by 10%, and the doped oxide after 1 h is 54.16 nm instead of 53.15 nm.

For p-type silicon $z<1$. The negative vacancies are suppressed before the positive ones become numerous, so the enhancement first falls, to 0.988 at $p/n_i=2.7$. At $p/n_i=24.6$ it is 1.06. These values concern vacancy statistics at fixed $B$; boron that enters the oxide may change $B$ and lies outside the result.

## 7. Use for phosphorus-doped silicon

The example is meant to resemble phosphorus-doped silicon in dry oxygen at 760 Torr. Its $B$ and $B/A$ are round values of the right order for that regime, but $B/A$ can be too high by about a factor of two, depending on surface orientation, so the thicknesses are illustrative; the vacancy levels and $\gamma$ are model inputs that must be calibrated together. The ratio $C_V$ counts isolated vacancies only; vacancies bound to phosphorus atoms are left out. The interface charge used above is high for a good thermal oxide. Starting at 25 nm leaves out the fast initial growth in dry oxygen, which (1) does not describe.

Real wafers break the assumption of a fixed donor density, because the advancing oxide rejects phosphorus into the silicon. A pile-up factor of 1.5 raises the enhancement from 2.51 to 3.93 with Boltzmann statistics, and from 2.95 to 5.36 with Fermi-Dirac statistics. The relevant $N$ is thus the electrically active density at the interface, not the wafer average. Oxidation also injects silicon interstitials, which can pull the vacancy density below equilibrium. A deficit by the same factor in both wafers cancels from the ratio $V/V_i$; an unequal deficit changes it, and that change is not calculated here.

When the interface doping changes during growth, (24) no longer applies, because $A$ depends on time. Equation (21) still holds while the flux is quasi-steady, and the quantity to integrate is

$$\frac{dx}{dt}=\frac{B}{2x+A(t)},\qquad
A(t)=\frac{A_i}{1+\gamma[C_V(t)-1]}, \qquad (30)$$

for fast gas transfer and constant $B$. Level shifts of 0.05 eV and the pile-up estimate each move the enhancement by tens of percent, and level shifts of 0.10 eV move it by nearly a factor of two, so an uncalibrated prediction merits at most one significant figure. The numerical output below gives more digits so that an implementation can be compared with it.

## Table of computed values

```
Temperature 1173.15 K; kT 0.10109 eV; 760 Torr dry O2
Gap 0.81 eV; both band masses 1.1 electron masses
Levels +,-,=: -0.15, -0.05, 0.30 eV from Ei
Band density Nc 2.239e+20 cm^-3; ni 4.075e+18 cm^-3
Donors 1.0e+20 cm^-3; n 1.0017e+20 cm^-3; n/ni 24.579
Intrinsic weights +,0,-,=: 0.2268 1.0000 1.6398 0.0843
Doped weights +,0,-,=: 0.0092 1.0000 40.3052 50.9500
Vacancy ratio C_V: formula 31.2661; free energy 31.2661
Neutral vacancy doped/intrinsic 1.00000000
gamma 0.050; enhancement formula 2.5133; network 2.5133
Moving oxide test: C*/N1 1.0e-04; h/k_i 50
Moving oxide B ratio 1.000009
Moving oxide B/A ratio 2.44085; formula 2.44088
Relative B/A shift, 20 to 40 cells 3.96e-08
B 5000 nm^2/h; initial oxide 25 nm
B/A intrinsic 20.00, doped 50.27 nm/h
A intrinsic 250.00, doped 99.47 nm
Instantaneous rate ratio at initial oxide 2.0071
After 1 h: intrinsic 40.83, doped 53.15 nm; ratio 1.3017
After 10 h: intrinsic 144.26, doped 186.03 nm; ratio 1.2896
After 100 h: intrinsic 597.84, doped 661.31 nm; ratio 1.1062
Doped oxide after 1 h 531.5 angstrom
Neglected effects; E means linear-rate enhancement:
Fermi-Dirac z 28.755; E 2.9476
ln(z ni/n): 0.1572; leading 0.1581
At 3.0e+20 cm^-3: Boltzmann E 10.759; Fermi-Dirac E 23.867
Conduction edge lower by 0.05 eV: E 1.7047
Each level +/-0.05 eV: E 1.877 to 3.467
Interface charge 1.0e+12 cm^-2: bending doped 0.0125, intrinsic 0.0438 eV
With this interface charge: E 2.8009
Dopant pile-up factor 1.5: E 3.9293
Supply ratio s 0.01: C_V 24.057; E 2.1529
Gas transfer h/k_i 1000: E 2.5095
Only V- reacts: E 2.179; only V= reacts: E 31.156
B larger by 10%, k held: doped oxide after 1 h 54.16 nm
p-type, p/ni 24.579: E 1.0625
Lowest E 0.9878 at p/ni 2.739
Rough C* 5.0e+16, N1 2.2e+22 cm^-3; C*/N1 2.27e-06
```
